# Lifetime broadening and thermal energy in a silicon electron channel

## A quick estimate

Take electrons of charge $-e$ and mass $m$ in a uniform field $\mathcal E$. Collisions occur at random with a constant rate $1/\tau$, and each one leaves the electron moving in a random direction. Just after a collision the average velocity is therefore zero. Until the next collision the force $-e\mathcal E$ changes the velocity by $-e\mathcal E t/m$, where $t$ is the time since the last collision. For random collisions $t$ has the distribution $e^{-t/\tau}/\tau$, whose mean is

$$\int_0^\infty t\,\frac{e^{-t/\tau}}{\tau}\,dt=\tau .$$

The drift velocity is $u=-e\tau\mathcal E/m$. Mobility is drift speed per unit field, so

$$\mu=\frac{e\tau}{m},\qquad \tau=\frac{\mu m}{e}.$$

For $\mu=400\ \mathrm{cm^2/(V\,s)}=0.0400\ \mathrm{m^2/(V\,s)}$ and $m=0.19\,m_e$,

$$\tau=\frac{0.0400\times0.19\times9.109\times10^{-31}}{1.602\times10^{-19}}\ \mathrm{s}=43.2\ \mathrm{fs}.$$

A state that lasts for a time $\tau$ has an energy spread of order $\hbar/\tau$. With $\hbar=658.2\ \mathrm{meV\,fs}$,

$$\Gamma=\frac{\hbar}{\tau}=\frac{658.2}{43.2}\ \mathrm{meV}=15.2\ \mathrm{meV},$$

or $5.60\times10^{-4}$ hartree. At 300 K the thermal energy is $k_BT=25.9$ meV, so $\Gamma/k_BT=0.59$. The broadening is smaller than the thermal energy, but not much smaller.

Two points in this argument need more care. The time in the mobility describes loss of momentum, while the time in the energy spread describes loss of the state itself. Also, "of order $\hbar/\tau$" does not say whether $\hbar/\tau$ is a full width, a half width or something else.

## Mobility from the linearised Boltzmann equation

Consider one parabolic two-dimensional subband with energy $E=\hbar^2k^2/2m$ measured from its edge. This suits the lowest pair of valleys in an electron channel on a (100) silicon surface, where the in-plane mass is the same in all directions and close to $0.19\,m_e$. The field is weak and uniform, and scattering is elastic.

In the steady state, the change of the occupation $f$ caused by the force $\mathbf F=-e\boldsymbol{\mathcal E}$ balances the change caused by collisions:

$$\frac{\mathbf F}{\hbar}\cdot\nabla_{\mathbf k}f=\left(\frac{\partial f}{\partial t}\right)_{\rm coll}.$$

Write $f=f_0(E)+f_1$, where $f_0$ is the Fermi function and $f_1$ is of first order in the field. The left side already contains one factor of $\mathbf F$, so $f$ may be replaced there by $f_0$. Since $\nabla_{\mathbf k}E=\hbar\mathbf v$, the left side becomes $\mathbf F\cdot\mathbf v\,\partial f_0/\partial E$.

Elastic collisions move an electron from direction $\theta$ to $\theta+\varphi$ at fixed energy. Let the rate into the angular range $d\varphi$ be $w(\varphi)\,d\varphi/2\pi$, with $w$ even in $\varphi$. The net loss from a state $f$ to a state $f'$ contains $f(1-f')-f'(1-f)=f-f'$, so the exclusion factors cancel. The equilibrium part also cancels, because it is the same in all directions. Hence

$$\mathbf F\cdot\mathbf v\,\frac{\partial f_0}{\partial E}=-\int_{-\pi}^{\pi}\frac{d\varphi}{2\pi}\,w(\varphi)\,[f_1(\theta)-f_1(\theta+\varphi)].$$

Measure $\theta$ from $\mathbf F$, so that the left side varies as $\cos\theta$, and try $f_1=a(E)\cos\theta$. Use $\cos(\theta+\varphi)=\cos\theta\cos\varphi-\sin\theta\sin\varphi$. The term with $\sin\varphi$ integrates to zero because $w$ is even. The right side is then $-f_1/\tau_m$, with

$$\frac1{\tau_m}=\int_{-\pi}^{\pi}\frac{d\varphi}{2\pi}\,w(\varphi)(1-\cos\varphi),$$

and the solution is

$$f_1=-\tau_m F v\cos\theta\,\frac{\partial f_0}{\partial E}.$$

The time $\tau_m$ is the momentum relaxation time. The total rate of leaving the state has no factor $1-\cos\varphi$:

$$\frac1{\tau_q}=\int_{-\pi}^{\pi}\frac{d\varphi}{2\pi}\,w(\varphi).$$

For isotropic scattering $w$ is constant, the cosine averages to zero, and $\tau_m=\tau_q=\tau$.

The drift velocity is the sum of $v\cos\theta\,f_1$ over states, divided by the number of electrons. In two dimensions a parabolic band has a constant density of states $D$, which therefore cancels. The angular average of $\cos^2\theta$ is $1/2$, and $v^2/2=E/m$, so

$$u=\frac{F}{m}\,\frac{\int_0^\infty \tau_m E\,(-\partial f_0/\partial E)\,dE}{\int_0^\infty f_0\,dE}.$$

If $\tau_m$ does not depend on energy it comes out of the integral. Integration by parts gives

$$\int_0^\infty E\left(-\frac{\partial f_0}{\partial E}\right)dE=\big[-Ef_0\big]_0^\infty+\int_0^\infty f_0\,dE=\int_0^\infty f_0\,dE,$$

because $Ef_0$ vanishes at both limits. Thus $u=F\tau_m/m$ and $\mu=e\tau_m/m$. In this model the result holds at any electron density, since the form of $f_0$ was not needed.

## From lifetime to line width

Scattering couples a state to many others of nearly the same energy. A simple model is one level at zero energy, with amplitude $a(t)$, coupled with strength $V$ to levels $\varepsilon_j$ of uniform spacing $\delta$ and amplitudes $b_j$:

$$i\hbar\dot a=V\sum_j b_j,\qquad i\hbar\dot b_j=\varepsilon_jb_j+Va.$$

With $b_j(0)=0$, the second equation integrates to

$$b_j(t)=-\frac{iV}{\hbar}\int_0^t e^{-i\varepsilon_j(t-t')/\hbar}a(t')\,dt'.$$

Insert this in the first equation:

$$\dot a=-\frac{V^2}{\hbar^2}\int_0^t\sum_j e^{-i\varepsilon_j(t-t')/\hbar}\,a(t')\,dt'.$$

For a dense and very wide set of levels, the sum becomes $\delta^{-1}\int d\varepsilon\,e^{-i\varepsilon(t-t')/\hbar}$, which is $2\pi\hbar/\delta$ times a delta function at $t'=t$. That point is the end of the integration range, so half of the delta function counts, and

$$\dot a=-\frac{\pi V^2}{\hbar\delta}\,a.$$

The occupation $|a|^2$ decays at twice the rate of the amplitude, so $1/\tau=2\pi V^2/(\hbar\delta)$ and $a=e^{-t/2\tau}$.

For a state at energy $E_0$ the amplitude also has the phase $e^{-iE_0t/\hbar}$. Its energy distribution is

$$A(E)=\frac1{\pi\hbar}\,\mathrm{Re}\int_0^\infty e^{i(E-E_0)t/\hbar}e^{-t/2\tau}\,dt
=\frac1{\pi\hbar}\,\mathrm{Re}\,\frac{1}{1/2\tau-i(E-E_0)/\hbar}.$$

Taking the real part and writing $\Gamma=\hbar/\tau$,

$$A(E)=\frac{\Gamma/2\pi}{(E-E_0)^2+\Gamma^2/4}.$$

This falls to half its peak at $|E-E_0|=\Gamma/2$. The quantity $\hbar/\tau$ is therefore the full width at half maximum, and the half width is 7.6 meV. For isotropic scattering with constant $\tau$ the two parts combine to

$$\Gamma=\frac{e\hbar}{\mu m}.$$

The level model can also be solved numerically without assuming exponential decay. I took 1601 continuum levels with spacing $0.05\,\Gamma$, set $V$ from $\Gamma=2\pi V^2/\delta$ with $\Gamma=15.23$ meV, and diagonalised the full matrix. A straight-line fit to the logarithm of the occupation between $\tau$ and $4\tau$ gave a lifetime of 42.9 fs. The squared overlaps of the level with the eigenstates, divided by the local level spacing, gave a full width of 15.40 meV.

The width is about 1% above the formula, and most of this comes from the finite extent of the continuum, $\pm B$ with $B=40\,\Gamma$. At small $E$ the continuum shifts the level by

$$\frac{V^2}{\delta}\int_{-B}^{B}\frac{d\varepsilon}{E-\varepsilon}=\frac{\Gamma}{2\pi}\ln\frac{B+E}{B-E}\approx\frac{\Gamma E}{\pi B},$$

where the integral is a principal value. The line then depends on $E(1-\Gamma/\pi B)$ in place of $E$, which widens it by a fraction $1/(40\pi)$, or 0.8%.

## What the comparison with thermal energy means

The Boltzmann equation gives each electron a definite energy $E$, and with it a definite occupation and speed. A cautious requirement is that those quantities change little across the width $\Gamma$. Without strong degeneracy, the occupation changes over an energy $k_BT$, and a typical electron lies about $k_BT$ above the band edge. Hence the condition $\Gamma\ll k_BT$. In terms of time, $\hbar/k_BT=0.59\,\tau$, or about 25 fs, and on average the electron scatters after less than two such intervals.

The ratio depends on which thermal width is used. Apart from the factor $E$ in the drift formula, transport is weighted by

$$-\frac{\partial f_0}{\partial E}=\frac{1}{4k_BT\cosh^2(x/2)},$$

where $x$ is the energy from the Fermi level in units of $k_BT$. Half the peak is reached when $\cosh(x/2)=\sqrt2$, that is, at $x=\pm2\ln(1+\sqrt2)$. Since $(1+\sqrt2)^2=3+2\sqrt2$, the full width is $2\ln(3+2\sqrt2)\,k_BT=3.53\,k_BT$, or 91 meV. Comparing full width with full width gives 0.17, which looks much safer than 0.59. That comparison, however, ignores the band edge, which cuts off the window when the Fermi level is near or below it.

The band edge enters through the mean free path $\ell=v\tau$. Using $\hbar k=mv$,

$$k\ell=\frac{mv^2\tau}{\hbar}=\frac{2E}{\Gamma}.$$

At $E=k_BT$ the speed is $2.19\times10^7$ cm/s, the path is 9.5 nm, and $k\ell=3.4$. A wave with $k\ell\gg1$ completes many oscillations between collisions; here it completes $k\ell/2\pi$, about half of one. At $E=\Gamma/2=7.6$ meV, $k\ell$ falls to one, and a path between separate collisions has lost its clear meaning.

A related measure is the part of the line that lies below the band edge:

$$\int_{-\infty}^0A(E)\,dE=\frac12-\frac1\pi\arctan\frac{2E_0}{\Gamma}.$$

For $E_0=k_BT$ it is 9%. It should not be read as a population of real tail states. If every state had the same Lorentzian width, the density of states at a depth $\epsilon$ below the edge would be $D[\tfrac12-\arctan(2\epsilon/\Gamma)/\pi]$. For large $\epsilon$ this is close to $D\Gamma/(2\pi\epsilon)$, and its integral over $\epsilon$ grows as the logarithm of the depth included. For an unbounded parabolic band it diverges, and a cut at a depth of 1 eV still leaves a number of tail states set by the cut. A Lorentzian of constant width therefore cannot describe the tail.

Nor does $\Gamma/k_BT=0.59$ mean that the mobility is wrong by 59%. The ratio compares two energy scales. The size of the error requires a calculation of the current with broadened states, including interference between scattered waves. What the ratio does show is that the broadening is comparable with the kinetic energy of a typical electron, so corrections to the Boltzmann description cannot be dismissed without calculating them.

## When the two lifetimes differ

Let scattering favour the forward direction, $w(\varphi)=(1+p\cos\varphi)/\tau_q$. The mean cosine of the scattering angle is

$$\langle\cos\varphi\rangle=\int_{-\pi}^{\pi}\frac{d\varphi}{2\pi}(1+p\cos\varphi)\cos\varphi=\frac p2,$$

and the definitions of the two rates give

$$\frac1{\tau_m}=\frac{1-\langle\cos\varphi\rangle}{\tau_q},\qquad
\frac{\hbar}{\tau_q}=\frac{\hbar/\tau_m}{1-\langle\cos\varphi\rangle}.$$

For $p=0.5$ the mean cosine is 0.25. At the same mobility, the true width is $15.23/0.75=20.3$ meV. Small-angle collisions end the life of a state but remove little momentum, so mobility alone underestimates the width when the mean cosine is positive. If backward scattering dominates, the mean cosine is negative and the width is smaller than $\hbar/\tau_m$.

Energy dependence matters as well. Let scattering be isotropic with $\tau=\tau_1(E/k_BT)^r$, and take the nondegenerate limit, $f_0\propto e^{-E/k_BT}$. With $x=E/k_BT$, the expression for the drift velocity gives

$$\mu=\frac{e\tau_1}{m}\,\frac{\int_0^\infty x^{1+r}e^{-x}dx}{\int_0^\infty e^{-x}dx}=\frac{e\tau_1}{m}\,\Gamma_{\!f}(2+r),$$

where $\Gamma_{\!f}$ is the gamma function. For $r=1$ it equals 2, so the same mobility requires $\tau_1=\tau/2$. The width at $E=k_BT$ is then 30.5 meV, or $1.18\,k_BT$, and the inequality has reversed. The width varies as $1/E$, so it returns to 15.2 meV at $E=2k_BT$. The mobility gives more weight to the faster, longer-lived electrons and hides the shorter life of the slower ones.

## Comparison with a real channel

A mobility of 400 $\mathrm{cm^2/(V\,s)}$ is of the right size for electrons in a silicon transistor channel at room temperature, where a few hundred is a rough typical value. A rough sheet density is $n=5\times10^{12}\ \mathrm{cm^{-2}}$. With two spins and two valleys the number of states per area up to wave number $k$ is $4\pi k^2/(2\pi)^2=2mE/(\pi\hbar^2)$, so

$$D=\frac{2m}{\pi\hbar^2}=1.59\times10^{14}\ \mathrm{cm^{-2}\,eV^{-1}}.$$

Integrating the Fermi function gives $n=Dk_BT\ln(1+e^{E_F/k_BT})$, hence

$$E_F=k_BT\ln\!\left(e^{n/Dk_BT}-1\right)=22.4\ \mathrm{meV}$$

above the subband edge. Numerical integration over the Fermi function gives a mean kinetic energy of 34.8 meV, compared with $k_BT=25.9$ meV in the nondegenerate limit. Relative to this energy the broadening is 0.44, so degeneracy somewhat eases the condition. The occupation still changes over about $k_BT$, but with elastic scattering this sets no separate limit, because electrons at each energy then contribute to the current independently. The relief is overstated, because all electrons were placed in the lowest pair of valleys, while at 300 K higher subbands are occupied too. In a self-consistent Hartree treatment of the subbands at this density, with substrate doping from $10^{16}$ to $10^{18}\ \mathrm{cm^{-3}}$, the lowest subband holds only about 55 to 80% of the electrons, the Fermi level lies between about 2 meV below and 14 meV above its edge, and the ratio is 0.50 to 0.46.

Those higher subbands also break the assumption of a single mass. To size this effect, replace 0.19 by the bulk conductivity mass. Equal populations in the six valleys and a common $\tau$ mean that inverse masses are averaged. With a rough longitudinal mass of 0.92,

$$\frac{m_c}{m_e}=\frac{3}{2/0.19+1/0.92}=0.258.$$

At fixed mobility the width falls to 11.2 meV. Equal populations are the limit of no confinement. In the channel the lowest pair of valleys stays favoured, and the subband populations above give, for a common $\tau$, a mass of about 0.20 to 0.22 and a width of 13 to 14 meV. Together with the cases above, the widths worked out so far run from about 11 to 30 meV. The upper value belongs to $\tau\propto E$ at $E=k_BT$ in the nondegenerate limit. At the present density, integration by parts turns the factor 2 found there into twice the mean kinetic energy over $k_BT$, or 2.69, and the width at $E=k_BT$ would be 41 meV. These are examples, not bounds. The decimals of 15.23 meV thus have arithmetical meaning only. Nonparabolic bands, scattering between subbands and localisation have not been sized. Nor has energy exchange with phonons, which real channels have and the elastic model lacks.

Temperature acts on both sides of the comparison. At fixed mobility, $\Gamma$ is constant and would equal $k_BT$ at 177 K. A real mobility changes on cooling, and in a degenerate channel the Fermi energy replaces $k_BT$ as the scale of kinetic energy, so 177 K is not a threshold for a device. For warm operation, assume roughly $\mu\propto T^{-1.5}$. At 400 K the mobility is then 260 $\mathrm{cm^2/(V\,s)}$, the width 23.5 meV and the thermal energy 34.5 meV. Their ratio rises from 0.59 to 0.68, because $\Gamma\propto T^{1.5}$ grows faster than $k_BT$.

The weak-field assumption has its own limit. An electron moving along the force for one mean free path gains $k_BT$ when $\mathcal E=k_BT/(e\ell)=27$ kV/cm. At that field the linear drift speed $\mu\mathcal E$ would be $1.1\times10^7$ cm/s, half the speed at $E=k_BT$ and about the saturation velocity of electrons in silicon, so the field must stay well below this value. Heating begins at lower fields, because elastic collisions randomise direction without removing energy. One volt across 100 nm is already 100 kV/cm, so the estimate belongs to a channel at low drain voltage. The channel must also be much longer than the 9.5 nm path; otherwise electrons cross it with few collisions, and a local mobility no longer describes the current.
